Ambipolar diffusion and drift in a quasineutral electron-hole plasma

**1. A number to explain**

Take an n-type drift layer in which electrons alone would diffuse with D_n = 2.068×10⁻³ m²/s and holes alone with D_p = 2.585×10⁻⁴ m²/s, a ratio of eight. Inject electron-hole pairs until the hole density is a hundred times the doping. The two densities are then nearly equal, yet the plasma spreads with a coefficient of 4.58×10⁻⁴ m²/s. This is 1.77 times the hole value and far below the electron value. At a hole density of one hundredth of the doping the coefficient is 2.61×10⁻⁴ m²/s, almost that of holes.

Neither carrier has changed its own transport coefficients. The change comes from the electric field that keeps the two densities together.

**2. Currents and continuity**

Let n and p be the electron and hole densities, q > 0 the elementary charge, and E the electric field. The mobilities μ_n and μ_p are positive. The current densities are

J_n = q(μ_n n E + D_n ∇n)
J_p = q(μ_p p E − D_p ∇p).

Both drift currents point along E. The diffusion terms differ in sign because both carriers diffuse down their density gradients but carry opposite charge.

With R the net recombination rate of pairs, continuity reads

∂n/∂t = (1/q)∇·J_n − R
∂p/∂t = −(1/q)∇·J_p − R.

The same R appears twice because trapping is neglected: each recombination event removes one electron and one hole. The plasma is isothermal and unmagnetized, with no velocity saturation and no drag between electrons and holes.

The ionized dopants are fixed and uniform, with net density N = N_D − N_A. N is positive in n-type and negative in p-type material. For uniform permittivity ε, Gauss's law is

ε∇·E = q(p + N − n).

Subtract the electron continuity equation from the hole equation and multiply by q:

q ∂(p − n)/∂t = −∇·(J_n + J_p).

Since N is constant in time, the left side is ε∇·(∂E/∂t). Therefore

∇·(J_n + J_p + ε ∂E/∂t) = 0.

When the displacement current is negligible, J = J_n + J_p is divergence-free. In one dimension J is then the same at every position, and the external circuit sets it.

**3. What quasineutrality does and does not say**

Quasineutrality replaces n by p + N wherever a density or its derivative appears in the transport equations:

n = p + N, ∇n = ∇p, ∂n/∂t = ∂p/∂t.

It does not set ∇·E to zero. To see why, let the plasma vary over a length L. A field that balances diffusion has size V_T/L, where V_T = k_B T/q is the thermal voltage. Its divergence is of order V_T/L², so Gauss's law gives a relative charge imbalance

|p + N − n|/(n + p) ~ εV_T/[q(n + p)L²] = (λ/L)²,

λ² = εV_T/[q(n + p)].

Here λ is the two-carrier Debye length. For L ≫ λ the imbalance is a negligible part of the density. In the hole equation, however, ∇·E enters as μ_p p∇·E ~ μ_p V_T p/L². With μ_p V_T = D_p, this can be as large as the diffusion term D_p∇²p; it is smaller when the holes are a small minority, because the field is then weaker than V_T/L. The small charge may be dropped from the densities, but the divergence of the field it supports must be kept. An imposed current adds an ohmic field, whose space charge must also be small.

The imbalance also has to adjust quickly. For a small charge ρ in a plasma of uniform conductivity σ = q(μ_n n + μ_p p), drift alone gives

∂ρ/∂t = −σ∇·E = −(σ/ε)ρ.

The charge decays in the dielectric relaxation time ε/σ. The processes of interest must be slower than this.

**4. The field and the divergence form**

Define s = μ_n n + μ_p p, so that σ = qs. Add the two currents and use ∇n = ∇p:

J = q s E + q(D_n − D_p)∇p.

Solving for the field gives

E = J/(q s) − (D_n − D_p)∇p/s.

The first term is the ohmic field. The second is the Dember field, which remains when J = 0. Suppose D_n > D_p and let the density fall towards positive x. Then ∇p is negative and the Dember field points towards positive x. It pushes holes down the gradient and pulls electrons back, so the slow carrier is helped and the fast one is held.

Define the hole share of the conductivity,

f_p = μ_p p/s,

and insert E into the hole current:

J_p = qμ_p p [J/(q s) − (D_n − D_p)∇p/s] − qD_p∇p
 = f_p J − q[D_p + f_p(D_n − D_p)]∇p.

The bracket is the ambipolar diffusion coefficient:

D_a = D_p + f_p(D_n − D_p) = (1 − f_p)D_p + f_p D_n.

Since 1 − f_p = μ_n n/s, this is

D_a = (μ_n n D_p + μ_p p D_n)/(μ_n n + μ_p p).

The weights are crossed: the electron conductivity multiplies the hole diffusion coefficient. A carrier that dominates the conductivity easily supplies the current needed for neutrality, and the plasma then moves at the pace of the other carrier.

Put J_p = f_p J − qD_a∇p into hole continuity. Because ∇·J = 0, ∇·(f_p J) = J·∇f_p, and

∂p/∂t = ∇·(D_a∇p) − (1/q)J·∇f_p − R.

This is the ambipolar equation in divergence form. The electron current follows by subtraction:

J_n = J − J_p = (1 − f_p)J + qD_a∇p.

These currents also supply boundary conditions. At an ideal hole-injecting contact, J_n = 0, so in one dimension ∂p/∂x = −(1 − f_p)J/(qD_a). With J flowing from the contact into the layer, the density falls away from the contact, as it should.

No mobility or diffusion coefficient has been differentiated on its own so far. The divergence form therefore also holds when they are local functions of density, provided the two current laws hold with those local values. The gradient of f_p then includes the variation of the mobilities.

**5. The form with an ambipolar mobility**

Now let μ_n, μ_p, D_n and D_p be constants. Expand the continuity equations with ∇n = ∇p:

∂p/∂t = μ_n n∇·E + μ_n E·∇p + D_n∇²p − R
∂p/∂t = −μ_p p∇·E − μ_p E·∇p + D_p∇²p − R.

The first line is the electron equation, with ∂n/∂t replaced by ∂p/∂t. To eliminate ∇·E, multiply the first line by μ_p p and the second by μ_n n, then add. The divergence terms are +μ_nμ_p np∇·E and −μ_nμ_p np∇·E, and they cancel. What remains is

s ∂p/∂t = μ_nμ_p(p − n)E·∇p + (μ_p p D_n + μ_n n D_p)∇²p − sR.

Division by s gives

∂p/∂t = D_a∇²p − μ_a E·∇p − R,

μ_a = μ_nμ_p(n − p)/(μ_n n + μ_p p).

Since n − p = N, the sign of μ_a is the sign of the net doping. In n-type material a weak disturbance moves along E, as holes do. In p-type material it moves against E, as electrons do. With N = 0 the drift term vanishes.

**6. Why both forms are right**

In one form D_a stands inside the divergence, in the other outside. The difference is

∇·(D_a∇p) − D_a∇²p = ∇D_a·∇p,

which vanishes only where D_a does not vary along ∇p. The drift term of the second form has to supply it. To check this, differentiate f_p, using dn/dp = 1 and ds/dp = μ_n + μ_p:

df_p/dp = [μ_p s − μ_p p(μ_n + μ_p)]/s²
 = μ_pμ_n(n − p)/s²
 = μ_nμ_p N/s².

From D_a = D_p + f_p(D_n − D_p),

dD_a/dp = (D_n − D_p)μ_nμ_p N/s².

Now insert the total field into the drift term, with μ_a = μ_nμ_p N/s:

−μ_a E·∇p = −(μ_nμ_p N/s²)(J/q)·∇p + (D_n − D_p)(μ_nμ_p N/s²)|∇p|²
 = −(1/q)J·∇f_p + ∇D_a·∇p.

The Dember part of the field supplies the missing term, so the forms agree. The E in the second form must therefore be the total field. Replacing it by J/(qs) while leaving D_a outside the derivative discards ∇D_a·∇p.

**7. The Einstein relation and the limits**

For nondegenerate carriers at temperature T, D_n = μ_n V_T and D_p = μ_p V_T. The numerator of D_a becomes

μ_n n μ_p V_T + μ_p p μ_n V_T = μ_nμ_p V_T(n + p).

Divide numerator and denominator by μ_nμ_p V_T:

D_a = (n + p)/(n/D_p + p/D_n).

Three cases follow.

In n-type material at low injection, p ≪ n. If also μ_p p ≪ μ_n n, which follows when electrons are the more mobile carrier, then D_a → D_p and μ_a → μ_p. The plentiful electrons screen the holes with little change in their own density, and the minority carrier sets the motion.

In p-type material at low injection, n ≪ p. If also μ_n n ≪ μ_p p, then D_a → D_n and μ_a → −μ_n. The second condition is the stricter one when electrons are more mobile: for a mobility ratio of eight, D_a is only 0.61D_n at n = 0.1p.

At high injection, n and p are both much larger than |N|. Setting n = p gives

D_a → 2D_nD_p/(D_n + D_p), μ_a → 0.

This is the harmonic mean of the two coefficients. When N = 0 and the carrier coefficients are constant, it holds at every density. The density dependence in this model is thus a consequence of doping, which changes the ratio n/p as pairs are added.

The opening ratio can now be read off. In the n-type layer p < n, so f_p < μ_p/(μ_n + μ_p) = 1/9 for a mobility ratio of eight. Since D_n − D_p = 7D_p, D_a stays below D_p(1 + 7/9) = 1.778D_p. Electrons always carry most of the conductivity here, so by the crossed weights D_p enters D_a with a weight 1 − f_p above 8/9.

**8. The coefficients of the model layer**

The parameters are round values for a model, not data for a named material: N = 10²¹ m⁻³, μ_n = 0.08 and μ_p = 0.01 m² V⁻¹ s⁻¹, relative permittivity 10, and T = 300 K. The lifetime is τ = 2 µs at all densities, with R = p/τ.

At p = N the electron density is 2N. Then

D_a = 3/[2/(2.585×10⁻⁴) + 1/(2.068×10⁻³)] m²/s
 = 3.65×10⁻⁴ m²/s,

μ_a = (0.08 × 0.01)/(0.08 × 2 + 0.01 × 1) m² V⁻¹ s⁻¹
 = 4.71×10⁻³ m² V⁻¹ s⁻¹.

Over the full range the values are:

p/N | D_a (10⁻⁴ m²/s) | μ_a (10⁻³ m² V⁻¹ s⁻¹) | √(D_aτ) (µm)
0.01 | 2.61 | 9.89 | 22.8
0.1 | 2.79 | 8.99 | 23.6
1 | 3.65 | 4.71 | 27.0
10 | 4.43 | 0.816 | 29.8
100 | 4.58 | 0.0881 | 30.3

The diffusion coefficient rises by a factor of 1.76, while the mobility falls by a factor of about 112. Injection thus changes drift far more than diffusion.

The length in the last column has a direct meaning where D_a is nearly constant and drift is negligible. The steady equation D_a d²p/dx² = p/τ then has the decaying solution exp(−x/√(D_aτ)). The high-injection value in conventional units is D_a = 4.60 cm²/s.

**9. Small waves and the limits of validity**

The approximation can be judged by keeping Gauss's law. Consider a uniform state n₀, p₀, E₀, maintained against recombination by uniform generation. Add one-dimensional disturbances δn, δp and δE proportional to exp(ikx + Λt). Gauss's law gives ikδE = q(δp − δn)/ε. With c_n = qμ_n n₀/ε and c_p = qμ_p p₀/ε, the linearized equations are

Λδn = (ikμ_nE₀ − D_nk²)δn + c_n(δp − δn) − δp/τ
Λδp = −(ikμ_pE₀ + D_pk²)δp − c_p(δp − δn) − δp/τ.

Multiply the first by c_p and the second by c_n, then add. The terms in δp − δn cancel. For the slow mode δn ≈ δp, and division by C = c_n + c_p gives

Λ_slow ≈ −D_ak² − ikμ_aE₀ − 1/τ.

The wave spreads with D_a, drifts with velocity μ_aE₀ and decays by recombination. This needs a weak field as well as a long wavelength. The field pulls the two carriers apart and adds f_p(1 − f_p)(μ_n + μ_p)²E₀²/C to the diffusion coefficient. The term follows from the expansion below, with a = D_nk² − ikμ_nE₀ and b = D_pk² + ikμ_pE₀. Its contribution to Λ is of the same order k² as D_ak², so it remains as k → 0. At p = N it is 4×10⁻⁶ of D_a at 1000 V/m but 4% at 10⁵ V/m. Subtracting the two equations shows the other mode. When C is much larger than D_nk², D_pk², |kμ_nE₀|, |kμ_pE₀| and 1/τ, δp − δn decays at a rate close to C = σ/ε, which is dielectric relaxation.

The first correction to diffusion can also be found. Set E₀ = 0 and 1/τ = 0, and write a = D_nk², b = D_pk², Γ = D_ak² and γ = −Λ. The determinant condition is

(a + c_n − γ)(b + c_p − γ) − c_nc_p = 0.

Expanding it, and using ac_p + bc_n = CΓ,

γ² − (a + b + C)γ + ab + CΓ = 0.

Rearranged, this is γ = Γ + (a − γ)(b − γ)/C. To leading order put γ = Γ on the right. Since a − Γ = (1 − f_p)(a − b) and b − Γ = −f_p(a − b),

γ ≈ D_ak² − f_p(1 − f_p)(D_n − D_p)²k⁴/C.

The relative shortfall grows as k² while it is small. The correction vanishes when D_n = D_p, since both carriers then diffuse alike and no charge separation is needed to hold them together.

At p = N, the relaxation time is 3.25 ps and the Debye length is 0.069 µm. For a wavelength of 100 µm the full decay rate lies below D_ak² by a fraction 6.4×10⁻⁶. At 10 µm the fraction is 6.4×10⁻⁴, a hundred times larger, as the k² law requires. At 1 µm it is 0.053. The leading formula would give about 0.064 there, so higher corrections already matter.

The same full equations, solved at a wavelength of 100 µm and a field of 1000 V/m, test D_a and μ_a separately. At p = N they give 3.650×10⁻⁴ m²/s and 4.706×10⁻³ m² V⁻¹ s⁻¹, in agreement with section 8. For a p-type layer with n = 0.01|N| and p = 1.01|N|, they give 1.935×10⁻³ m²/s and −0.0734 m² V⁻¹ s⁻¹. The diffusion coefficient is near D_n, and the negative mobility confirms the reversal of drift.

**10. A plasma pulse carrying current**

Large disturbances test where D_a must stand. In a periodic n-type layer of length 200 µm, let the initial hole density be

p = 0.01N + 5N exp[−(x − x₀)²/(2w²)],

with x₀ = 80 µm and w = 10 µm. A constant total current density of 10⁵ A/m² (10 A/cm²) flows towards positive x. The initial field is uniform, 7802 V/m, the value J/(qμ_nN) that carries this current in the layer without injected plasma. The full calculation follows the holes and the field, with n obtained from Gauss's law, for 0.30 µs.

The field soon becomes nonuniform. Its ohmic part is smallest where the plasma conducts best. The Dember part adds to it ahead of the peak and opposes it behind, so the total field is smallest on the rear flank. From the divergence form, a density level is carried by the current with velocity

v = (J/q)df_p/dp = Jμ_nμ_pN/(q s²).

For p ≪ N this is μ_p × 7802 V/m = 78 m/s, or 23 µm in 0.30 µs. At p = N, s grows from 0.08N to 0.17N in the units of mobility used here, and v falls to (0.08/0.17)² × 78 m/s = 17 m/s. At p = 5N, s = 0.53N and v is 1.8 m/s. Drift therefore draws the forward edge out ahead of the dense centre and pushes the rear edge up against it. Diffusion smooths both edges.

The final densities, in units of N and computed on a grid of 1 µm spacing, are listed below. Removing the grid error shifts the entries by up to 8×10⁻⁴ N (the full density at 80.5 µm becomes 2.3309), so the last digits serve only to compare columns on the same grid:

x (µm) | full | ambipolar | constant D_a | ohmic field
50.5 | 0.202 | 0.202 | 0.316 | 0.130
80.5 | 2.3315 | 2.3315 | 2.2046 | 2.2629
110.5 | 0.950 | 0.950 | 0.963 | 0.883
129.5 | 0.240 | 0.240 | 0.290 | 0.215

The forward displacement is visible: about 30 µm behind the original centre the density is 0.20N, while about 30 µm ahead it is 0.95N. The peak has fallen from 5.01N to 2.35N. Recombination alone would leave a factor exp(−0.30/2) = 0.86, or 4.3N; transport accounts for the rest.

The ambipolar column uses the divergence form. Its largest difference from the full calculation is 1.4×10⁻⁵ of the final peak. Both calculations use the same spatial grid, so this number measures the error of quasineutrality together with time-stepping error, not the error of the grid. The largest final charge imbalance is 1.4×10⁻⁴ of n + p.

The third calculation keeps the correct current term but fixes D_a at its high-injection value. This is too large at every finite density in the n-type layer, most of all in the dilute edges. At 50.5 µm the result is about 56% above the full density there. The largest error anywhere is 5.4% of the final peak.

The last calculation places D_a outside the derivative and keeps only the ohmic part of the drift. It omits ∇D_a·∇p = (dD_a/dp)|∇p|², which is positive here because N > 0 and D_n > D_p. Integration over the periodic layer shows the consequence:

∫D_a(∂²p/∂x²)dx = −∫(dD_a/dp)(∂p/∂x)²dx < 0.

The boundary terms cancel by periodicity. The shortcut destroys carriers even without recombination, and its density is too low at all four listed positions. Its largest error is 7.0% of the final peak.

The numerical output after these notes gives the values to more digits.

Table of computed values

```
temperature 300 K; VT = 0.025852 V
net doping N = 1.000e+21 m^-3
mobilities: mun = 0.080, mup = 0.010 m^2/(V s)
relative permittivity = 10.0
lifetime = 2.00 us
Dn = 2.06816e-03 m^2/s; Dp = 2.58520e-04 m^2/s
high-injection Da = 4.59591e-04 m^2/s = 4.5959 cm^2/s
ratio high-injection Da / Dp = 1.7778
n-type table: p/N, Da [m^2/s], mua [m^2/(V s)], fp, sqrt(Da tau) [um]
     0.01 2.60757e-04 9.88875e-03 0.00124 22.837
     0.10 2.78853e-04 8.98876e-03 0.01124 23.616
     1.00 3.64969e-04 4.70588e-03 0.05882 27.017
    10.00 4.43177e-04 8.16327e-04 0.10204 29.772
   100.00 4.57820e-04 8.81057e-05 0.11013 30.260
mode test: wavelength 100 um, field 1000 V/m
n/|N|, p/|N|, Da from full modes [m^2/s], mua from full modes [m^2/(V s)]
  1.01 0.01 2.60757e-04 9.88876e-03
  1.10 0.10 2.78853e-04 8.98885e-03
  2.00 1.00 3.64969e-04 4.70611e-03
  11.00 10.00 4.43177e-04 8.16390e-04
  101.00 100.00 4.57820e-04 8.81131e-05
  0.01 1.01 1.93537e-03 -7.33922e-02
p-type formula: Da = 1.93534e-03 m^2/s, mua = -7.33945e-02 m^2/(V s)
at p = N: dielectric relaxation time = 3.2508 ps
at p = N: two-carrier Debye length = 0.06901 um
wavelength 100 um: full decay rate is below Da k^2 by fraction 6.375e-06
wavelength 10 um: full decay rate is below Da k^2 by fraction 6.362e-04
wavelength 1 um: full decay rate is below Da k^2 by fraction 5.280e-02
pulse: height 5.00 N above background 0.01 N
pulse: Gaussian width 10.0 um, centre 80.0 um, box 200 um
total current density = 1.000e+05 A/m^2; end time = 0.30 us
initial uniform field = 7801.89 V/m
largest final |p+N-n|/(p+n) = 1.445e-04
final peak p/N, full system = 2.34764
final x [um], p/N: full, ambipolar, constant Da, ohmic field
  50.5 0.20156 0.20156 0.31580 0.12970
  80.5 2.33149 2.33150 2.20464 2.26292
  110.5 0.95044 0.95043 0.96253 0.88276
  129.5 0.23993 0.23991 0.28970 0.21459
largest error / full peak, ambipolar: 1.357e-05
largest error / full peak, constant: 5.403e-02
largest error / full peak, ohmic field: 6.991e-02
```
